**Strain derivative of a PAW projection on a plane wave**

For a strain r → (1+ε)r at fixed reduced coordinates, the program tests that Ω^(-1/2)F has the derivative Ω^(-1/2)[−δ_ab F/2 − q_a ∂F/∂q_b] and that the phase exp(iq·R) is unchanged. Here Ω is the cell volume, q = k+G the wave vector, R the atomic position, and F = f_l(q)Y_L(q̂) the form factor of a rigid projector. The direct side integrates projector times plane wave over three-dimensional space in strained cells and takes central differences; for nine harmonics with l ≤ 2 it agrees with the formula to about 1e-9. Further assertions cover a finite strain, the phase changes when R or k is fixed in Cartesian components, the limit q = 0, and isotropic strain. A two-atom model with 125 plane waves tests the derivative of a generalised eigenvalue, which agrees with finite differences to about 1e-8 hartree. Leaving out the overlap term there gives an error of up to 0.27 hartree. The output also shows that the level derivative is symmetric when the projector strengths are constant within each shell, and that an anisotropic strength matrix must be rotated with the crystal to keep the level unchanged.

## Numerical check

```python
"""Strain derivative of a PAW projection on a plane wave (Hartree atomic units).

Result under test, for r -> (1 + strain) r at fixed reduced coordinates:
  d[F/sqrt(V)]/d strain_ab = [-delta_ab F/2 - q_a dF/dq_b]/sqrt(V),
and the phase exp(i q.R) is unchanged.
  V: cell volume, q = k+G: wave vector, R: atomic position,
  F(q) = f_l(q) Y_L(q/|q|), f_l(q) = 4 pi int r^2 p_l(r) j_l(q r) dr,
  p_l(r) Y_L: rigid projector, zero beyond the radius RC.
The full projection is i^l exp(i q.R) F/sqrt(V).
Direct side: 3D quadrature in strained cells and central differences.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.special import spherical_jn, factorial2

CELL = np.array([[6.0, 0.0, 0.0], [1.0, 7.0, 0.0], [0.5, 1.0, 8.0]])  # rows
K_RED = np.array([0.1, 0.2, 0.3])
G_INT = np.array([1, -1, 2])
ATOMS = np.array([[0.2, 0.3, 0.4], [0.5, 0.5, 0.6]])
RC = 1.5
STEP = 1e-4
ZERO = np.zeros((3, 3))
ELL = np.array([0, 1, 1, 1, 2, 2, 2, 2, 2])  # s; x,y,z; xy,yz,xz,z2,x2-y2
PZ, DXY = 3, 4


def geometry(strain):
    cell = CELL @ (np.eye(3) + strain).T
    return cell, 2 * np.pi * np.linalg.inv(cell).T, abs(np.linalg.det(cell))


def strain_derivative(func):
    """Central differences with respect to the nine strain components."""
    rows = []
    for a in range(3):
        for b in range(3):
            e = np.zeros((3, 3))
            e[a, b] = STEP
            rows.append((func(e) - func(-e)) / (2 * STEP))
    rows = np.array(rows)
    return rows.reshape((3, 3) + rows.shape[1:])


# Real solid harmonics S_L(v) = |v|^l Y_L as polynomials, with gradients
C1 = np.sqrt(3 / (4 * np.pi))
C2 = np.sqrt(15 / (4 * np.pi))
QUAD = np.zeros((5, 3, 3))
for m, (i, j) in enumerate([(0, 1), (1, 2), (0, 2)]):
    QUAD[m, i, j] = QUAD[m, j, i] = C2 / 2
QUAD[3] = np.sqrt(5 / (16 * np.pi)) * np.diag([-1.0, -1.0, 2.0])
QUAD[4] = C2 / 2 * np.diag([1.0, -1.0, 0.0])


def solid_harmonics(v):
    n = len(v)
    value = np.empty((9, n))
    grad = np.zeros((9, n, 3))
    value[0] = 1 / np.sqrt(4 * np.pi)
    value[1:4] = C1 * v.T
    grad[1:4] = C1 * np.eye(3)[:, None, :]
    mv = np.einsum('mij,nj->mni', QUAD, v)
    value[4:] = np.einsum('mni,ni->mn', mv, v)
    grad[4:] = 2 * mv
    return value, grad


# Radial quadrature and normalised projectors p_l = NORM_l r^l (1-r^2/RC^2)^3
x_gl, w_gl = np.polynomial.legendre.leggauss(40)
RAD, WRAD = RC * (x_gl + 1) / 2, RC * w_gl / 2
SHAPE = (1 - (RAD / RC)**2)**3
NORM = np.array([1 / np.sqrt(np.sum(WRAD * RAD**2 * (RAD**l * SHAPE)**2))
                 for l in range(3)])


def reduced_bessel(l, x):
    """j_l(x)/x^l, finite at x = 0."""
    small = x < 1e-8
    safe = np.where(small, 1.0, x)
    return np.where(small, 1 / factorial2(2 * l + 1),
                    spherical_jn(l, safe) / safe**l)


def radial_parts(qnorm):
    """g_l = f_l/q^l and w_l = -(dg_l/dq)/q for l = 0, 1, 2."""
    x = np.outer(qnorm, RAD)
    g, w = [], []
    for l in range(3):
        p = NORM[l] * RAD**l * SHAPE
        g.append(4*np.pi * reduced_bessel(l, x) @ (WRAD * RAD**(l+2) * p))
        w.append(4*np.pi * reduced_bessel(l+1, x) @ (WRAD * RAD**(l+4) * p))
    return np.array(g), np.array(w)


def form_factor(q):
    g, _ = radial_parts(np.linalg.norm(q, axis=1))
    return g[ELL] * solid_harmonics(q)[0]


def form_gradient(q):
    g, w = radial_parts(np.linalg.norm(q, axis=1))
    s, ds = solid_harmonics(q)
    return g[ELL][:, :, None] * ds - (w[ELL] * s)[:, :, None] * q[None]


def formula_derivative(q):
    """Bracket -delta_ab F/2 - q_a dF/dq_b, indices [a, b, L, n]."""
    return (-0.5 * np.einsum('ab,Ln->abLn', np.eye(3), form_factor(q))
            - np.einsum('na,Lnb->abLn', q, form_gradient(q)))


# Three-dimensional quadrature in the projector sphere
ct, wct = np.polynomial.legendre.leggauss(24)
phi = 2 * np.pi * np.arange(32) / 32
rr, cc, pp = np.meshgrid(RAD, ct, phi, indexing='ij')
st = np.sqrt(1 - cc**2)
POINTS = np.stack([rr*st*np.cos(pp), rr*st*np.sin(pp), rr*cc], -1).reshape(-1, 3)
W3D = (WRAD[:, None, None] * rr**2 * wct[None, :, None]
       * 2 * np.pi / 32).ravel()
PROJECTORS = (NORM[ELL][:, None] * solid_harmonics(POINTS)[0]
              * (1 - np.sum(POINTS**2, 1) / RC**2)**3)


def direct_projection(strain, q_red):
    cell, recip, volume = geometry(strain)
    wave = np.exp(1j * (POINTS + ATOMS[0] @ cell) @ (q_red @ recip))
    return PROJECTORS @ (W3D * wave) / np.sqrt(volume)


# --- geometry and phase
cell0, recip0, vol0 = geometry(ZERO)
q_red = K_RED + G_INT
q = q_red @ recip0
k_cart = K_RED @ recip0
R = ATOMS[0] @ cell0
qn = np.linalg.norm(q)
dq = strain_derivative(lambda e: q_red @ geometry(e)[1])
assert np.allclose(dq, -np.einsum('a,bc->abc', q, np.eye(3)), atol=1e-6)
dvol = strain_derivative(lambda e: geometry(e)[2]) / vol0
assert np.allclose(dvol, np.eye(3), atol=1e-7)
big = np.array([[0.10, -0.05, 0.03], [0.07, -0.08, 0.02], [-0.04, 0.06, 0.09]])
cell_b, recip_b, _ = geometry(big)
phase0 = q @ R
phase_big = (q_red @ recip_b) @ (ATOMS[0] @ cell_b)
phase_fixed_R = (q_red @ recip_b) @ R
phase_fixed_k = (k_cart + G_INT @ recip_b) @ (ATOMS[0] @ cell_b)
assert abs(phase_big - phase0) < 1e-12
d_fixed_R = strain_derivative(lambda e: (q_red @ geometry(e)[1]) @ R)
d_fixed_k = strain_derivative(
    lambda e: (k_cart + G_INT @ geometry(e)[1]) @ (ATOMS[0] @ geometry(e)[0]))
assert np.allclose(d_fixed_R, -np.outer(q, R), atol=1e-6)
assert np.allclose(d_fixed_k, np.outer(k_cart, R), atol=1e-6)

# --- factorised projection and its strain derivative, all nine harmonics
F = form_factor(q[None])[:, 0]
unit = (1j**ELL) * np.exp(1j * phase0)
direct0 = direct_projection(ZERO, q_red) / unit
err_value = np.max(abs(direct0 - F / np.sqrt(vol0)))
assert err_value < 1e-11
direct_der = strain_derivative(lambda e: direct_projection(e, q_red)) / unit
formula = formula_derivative(q[None])[..., 0] / np.sqrt(vol0)
err_der = np.max(abs(direct_der - formula))
assert err_der < 1e-7
assert np.max(abs(direct_der.imag)) < 1e-9  # no derivative of the phase

# --- vanishing wave vector: only the volume term remains
zero_der = strain_derivative(lambda e: direct_projection(e, np.zeros(3)))
F_zero = form_factor(np.zeros((1, 3)))[:, 0] / np.sqrt(vol0)
assert np.allclose(zero_der, -0.5 * np.einsum('ab,L->abL', np.eye(3), F_zero),
                   atol=1e-8)
assert np.allclose(formula_derivative(np.zeros((1, 3)))[..., 0] / np.sqrt(vol0),
                   zero_der, atol=1e-8)


# --- radial derivative, isotropic strain, and split of the p_z component
def f_radial(l, s):
    return 4*np.pi * np.sum(WRAD * RAD**2 * NORM[l] * RAD**l * SHAPE
                            * spherical_jn(l, s * RAD))


g, w = radial_parts(np.array([qn]))
f = np.array([g[l, 0] * qn**l for l in range(3)])
fp = np.array([l * f[l] / qn - qn**(l + 1) * w[l, 0] for l in range(3)])
for l in range(3):
    fd = (f_radial(l, qn + STEP) - f_radial(l, qn - STEP)) / (2 * STEP)
    assert abs(fd - fp[l]) < 1e-7
Y = solid_harmonics(q[None] / qn)[0][:, 0]
iso = np.eye(3) * STEP
iso_fd = (direct_projection(iso, q_red)
          - direct_projection(-iso, q_red)) / (2 * STEP) / unit
iso_formula = (-1.5 * F - qn * fp[ELL] * Y) / np.sqrt(vol0)
assert np.allclose(iso_fd, iso_formula, atol=1e-7)
part_volume = -0.5 * F[PZ] / np.sqrt(vol0)
part_radial = -q[2]**2 / qn * fp[1] * Y[PZ] / np.sqrt(vol0)
dY_zz = C1 * (1 / qn - q[2]**2 / qn**3)
part_angular = -f[1] * q[2] * dY_zz / np.sqrt(vol0)
assert abs(part_volume + part_radial + part_angular
           - direct_der[2, 2, PZ].real) < 1e-7

# --- generalised eigenvalue problem with two atoms and a fixed plane-wave set
ints = np.arange(-2, 3)
GSET = np.array(np.meshgrid(ints, ints, ints, indexing='ij')).reshape(3, -1).T
D_SHELL = np.array([-6.0, -2.0, -1.0])
Q_SHELL = 0.5
D_ISO = np.diag(D_SHELL[ELL])
P_EXTRA = np.diag([0.0, 0.0, -4.0])
D_ANISO = D_ISO.copy()
D_ANISO[1:4, 1:4] += P_EXTRA


def wave_data(strain):
    cell, recip, volume = geometry(strain)
    qs = (K_RED + GSET) @ recip
    phases = np.exp(1j * (ATOMS @ cell) @ qs.T)
    prefactor = phases[:, None, :] * (1j**ELL)[None, :, None] / np.sqrt(volume)
    return qs, prefactor


def solve(strain, dmat):
    qs, prefactor = wave_data(strain)
    proj = (prefactor * form_factor(qs)[None]).reshape(18, -1)
    ham = (np.diag(np.sum(qs**2, 1) / 2)
           + proj.conj().T @ np.kron(np.eye(2), dmat) @ proj)
    over = np.eye(len(qs)) + Q_SHELL * proj.conj().T @ proj
    return eigh(ham, over, subset_by_index=[0, 1]), proj


def level_derivative(dmat, with_overlap=True):
    (energy, vec), proj = solve(ZERO, dmat)
    c = vec[:, 0]
    qs, prefactor = wave_data(ZERO)
    kinetic = -np.einsum('n,na,nb->ab', abs(c)**2, qs, qs)
    dproj = np.einsum('tLn,abLn,n->abtL', prefactor,
                      formula_derivative(qs), c).reshape(3, 3, 18)
    kernel = np.kron(np.eye(2), dmat).astype(float)
    if with_overlap:
        kernel = kernel - energy[0] * Q_SHELL * np.eye(18)
    nonlocal_part = 2 * np.real(dproj @ ((proj @ c).conj() @ kernel))
    return kinetic, nonlocal_part


(energies, _), _ = solve(ZERO, D_ISO)
(energies_an, _), _ = solve(ZERO, D_ANISO)
assert energies[1] - energies[0] > 1e-3
assert energies_an[1] - energies_an[0] > 1e-3
kin, nonloc = level_derivative(D_ISO)
level = kin + nonloc
fd_level = strain_derivative(lambda e: solve(e, D_ISO)[0][0][0])
err_level = np.max(abs(level - fd_level))
assert err_level < 1e-6
assert np.max(abs(level - level.T)) < 1e-9
err_no_overlap = np.max(abs(sum(level_derivative(D_ISO, False)) - fd_level))
assert err_no_overlap > 1e-3
level_an = sum(level_derivative(D_ANISO))
fd_an = strain_derivative(lambda e: solve(e, D_ANISO)[0][0][0])
assert np.max(abs(level_an - fd_an)) < 1e-6
torque = np.max(abs(level_an - level_an.T))
assert torque > 1e-4

# --- finite rotation of the crystal
ca, sa = np.cos(0.3), np.sin(0.3)
ROT = np.array([[ca, 0, sa], [0, 1, 0], [-sa, 0, ca]])
D_TURNED = D_ISO.copy()
D_TURNED[1:4, 1:4] += ROT @ P_EXTRA @ ROT.T
turn = ROT - np.eye(3)
shift_iso = solve(turn, D_ISO)[0][0][0] - energies[0]
shift_fixed = solve(turn, D_ANISO)[0][0][0] - energies_an[0]
shift_turned = solve(turn, D_TURNED)[0][0][0] - energies_an[0]
assert abs(shift_iso) < 1e-10 and abs(shift_turned) < 1e-10
assert abs(shift_fixed) > 1e-4


def show(label, values, digits=6):
    print(label, ' '.join(f'{v:.{digits}f}' for v in np.atleast_1d(values)))


for i in range(3):
    show(f'lattice vector {i+1} (bohr):', CELL[i], 1)
show('projector radius (bohr):', RC, 1)
show('reduced k:', K_RED, 1)
print('integers of G:', *G_INT)
show('reduced position, atom 1:', ATOMS[0], 1)
show('reduced position, atom 2:', ATOMS[1], 1)
show('cell volume (bohr^3):', vol0, 3)
show('q (1/bohr):', q)
show('|q| (1/bohr):', qn)
show('R, atom 1 (bohr):', R, 3)
show('phase q.R (rad):', phase0)
for i in range(3):
    show(f'finite test strain, row {i+1}:', big[i], 2)
show('q.R after finite strain (rad):', phase_big)
show('same, R fixed in Cartesian (rad):', phase_fixed_R)
show('same, k fixed in Cartesian (rad):', phase_fixed_k)
show('f_l(q), l=0,1,2 (bohr^1.5):', f)
show('df_l/dq, l=0,1,2 (bohr^2.5):', fp)
show('Y_pz(q-hat):', Y[PZ])
show('p_z: F/sqrt(V) (dimensionless):', F[PZ] / np.sqrt(vol0))
show('p_z zz derivative, volume part:', part_volume)
show('p_z zz derivative, radial part:', part_radial)
show('p_z zz derivative, angular part:', part_angular)
for i in range(3):
    show(f'p_z derivative, formula, row {"xyz"[i]}:', formula[i, :, PZ])
for i in range(3):
    show(f'p_z derivative, direct, row {"xyz"[i]}:', direct_der[i, :, PZ].real)
show('p_z isotropic-strain derivative:', iso_formula[PZ])
show('d_xy: F/sqrt(V) (dimensionless):', F[DXY] / np.sqrt(vol0))
print(f'max error of projection, 9 harmonics: {err_value:.1e}')
print(f'max error of derivative, 9 harmonics: {err_der:.1e}')
print('plane waves in level model:', len(GSET))
show('D for l=0,1,2 (hartree):', D_SHELL, 1)
show('Q for all l (dimensionless):', Q_SHELL, 1)
show('lowest two levels (hartree):', energies)
for i in range(3):
    show(f'level derivative, row {"xyz"[i]} (hartree):', level[i])
show('xx kinetic part (hartree):', kin[0, 0])
show('xx projector part (hartree):', nonloc[0, 0])
print(f'max error of level derivative (hartree): {err_level:.1e}')
show('max error without overlap term (hartree):', err_no_overlap)
show('extra D on p_z, anisotropic case (hartree):', P_EXTRA[2, 2], 1)
show('max ab-ba difference, fixed D (hartree):', torque)
show('crystal rotation about y (rad):', np.arctan2(sa, ca), 1)
show('level shift, anisotropic D fixed (hartree):', shift_fixed)
print(f'level shift, D turned too (hartree): {abs(shift_turned):.1e}')
print('all assertions hold')
```

Output:

```
lattice vector 1 (bohr): 6.0 0.0 0.0
lattice vector 2 (bohr): 1.0 7.0 0.0
lattice vector 3 (bohr): 0.5 1.0 8.0
projector radius (bohr): 1.5
reduced k: 0.1 0.2 0.3
integers of G: 1 -1 2
reduced position, atom 1: 0.2 0.3 0.4
reduced position, atom 2: 0.5 0.5 0.6
cell volume (bohr^3): 336.000
q (1/bohr): 1.151917 -0.882638 1.844751
|q| (1/bohr): 2.347140
R, atom 1 (bohr): 1.700 2.500 3.200
phase q.R (rad): 5.654867
finite test strain, row 1: 0.10 -0.05 0.03
finite test strain, row 2: 0.07 -0.08 0.02
finite test strain, row 3: -0.04 0.06 0.09
q.R after finite strain (rad): 5.654867
same, R fixed in Cartesian (rad): 4.851412
same, k fixed in Cartesian (rad): 5.743981
f_l(q), l=0,1,2 (bohr^1.5): 4.308336 3.618733 2.047542
df_l/dq, l=0,1,2 (bohr^2.5): -2.280258 -0.033788 0.985398
Y_pz(q-hat): 0.384020
p_z: F/sqrt(V) (dimensionless): 0.075813
p_z zz derivative, volume part: -0.037906
p_z zz derivative, radial part: 0.001026
p_z zz derivative, angular part: -0.028981
p_z derivative, formula, row x: -0.019246 -0.014298 -0.017456
p_z derivative, formula, row y: -0.014298 -0.026951 0.013375
p_z derivative, formula, row z: 0.029884 -0.022898 -0.065861
p_z derivative, direct, row x: -0.019246 -0.014298 -0.017456
p_z derivative, direct, row y: -0.014298 -0.026951 0.013375
p_z derivative, direct, row z: 0.029884 -0.022898 -0.065861
p_z isotropic-strain derivative: -0.112057
d_xy: F/sqrt(V) (dimensionless): -0.022523
max error of projection, 9 harmonics: 1.3e-16
max error of derivative, 9 harmonics: 9.1e-10
plane waves in level model: 125
D for l=0,1,2 (hartree): -6.0 -2.0 -1.0
Q for all l (dimensionless): 0.5
lowest two levels (hartree): -1.929113 -1.902624
level derivative, row x (hartree): 0.468029 0.126936 0.083045
level derivative, row y (hartree): 0.126936 0.687854 0.102874
level derivative, row z (hartree): 0.083045 0.102874 0.914171
xx kinetic part (hartree): -0.668748
xx projector part (hartree): 1.136777
max error of level derivative (hartree): 7.1e-09
max error without overlap term (hartree): 0.272470
extra D on p_z, anisotropic case (hartree): -4.0
max ab-ba difference, fixed D (hartree): 0.011284
crystal rotation about y (rad): 0.3
level shift, anisotropic D fixed (hartree): 0.002331
level shift, D turned too (hartree): 4.4e-16
all assertions hold
```
